# Telling Two Overlapping Defects Apart in Bias-Temperature Recovery Steps: verification in Python

```python
"""Clustering of recovery steps after bias-temperature stress.

Result under test: steps with Gaussian amplitude d (known noise sigma) and
exponential emission time t (mean tau) form clusters in (d, ln t) that EM can
fit. For two close clusters the information per step against one cluster is
KL = v^2/2 (delta^4/2 + delta^2 eps^2 + eps^4), where v = w1 w2 (weights),
delta = (d2-d1)/sigma, eps = (tau2-tau1)/(w1 tau1 + w2 tau2).
L is twice the gain in log-likelihood of two clusters over one.
Amplitudes are in mV, times in s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize
from scipy.special import expit, logsumexp
from scipy.stats import chi2

rng = np.random.default_rng(20417)
EM_STEPS = 200

# Rough values for a small thin-oxide pMOSFET
amp = np.array([2.0, 2.2])
tau = np.array([0.4, 1.0])
charged = np.array([0.4, 0.3])
sigma = 0.2
traces = 800
t_first, t_last = 1e-3, 10.0
width, length, t_ox = 100e-9, 100e-9, 2.2e-9
temperature = 398.0


def log_joint(d, u, w, centre, theta, noise):
    """Log of weight times density in (d, u = ln t), one row per cluster."""
    y = u[None, :] - theta[:, None]
    z = (d[None, :] - centre[:, None]) / noise
    return (np.log(w)[:, None] - 0.5 * z**2
            - np.log(noise * np.sqrt(2 * np.pi)) + y - np.exp(y))


def em_general(d, t, noise, resp, steps):
    """EM for any number of clusters, in physical units."""
    u = np.log(t)
    history = []
    for _ in range(steps):
        total = resp.sum(axis=1)
        w = total / len(d)
        centre = resp @ d / total
        theta = np.log(resp @ np.exp(u) / total)
        lj = log_joint(d, u, w, centre, theta, noise)
        norm = logsumexp(lj, axis=0)
        history.append(norm.sum())
        resp = np.exp(lj - norm)
    return w, centre, theta, np.array(history)


def start_split(d, t, noise, sign):
    r = expit(sign * (d - d.mean()) / noise + t / t.mean() - 1)
    return np.array([1 - r, r])


def single_loglik(d, t, noise):
    return log_joint(d, np.log(t), np.ones(1), np.array([d.mean()]),
                     np.array([np.log(t.mean())]), noise).sum()


def physical_statistic(d, t, noise):
    best = max(em_general(d, t, noise, start_split(d, t, noise, s),
                          EM_STEPS)[3][-1] for s in (1, -1))
    return max(0.0, 2 * (best - single_loglik(d, t, noise)))


def batch_statistic(z_raw, t):
    """L for many data sets (rows); z_raw is amplitude over noise."""
    z_mean = z_raw.mean(axis=1, keepdims=True)
    t_mean = t.mean(axis=1, keepdims=True)
    z, x = z_raw - z_mean, t / t_mean
    best = np.zeros(len(z))
    params = np.zeros((len(z), 4))
    for sign in (1, -1):
        r = expit(sign * z + x - 1)
        for _ in range(EM_STEPS):
            w = r.mean(axis=1)
            m2 = np.einsum('ij,ij->i', r, z) / z.shape[1] / w
            s2 = np.einsum('ij,ij->i', r, x) / z.shape[1] / w
            m1 = -w * m2 / (1 - w)
            s1 = (1 - w * s2) / (1 - w)
            offset = (np.log(w / (1 - w)) - (m2**2 - m1**2) / 2
                      - np.log(s2 / s1))
            odds = (offset[:, None] + (m2 - m1)[:, None] * z
                    - (1 / s2 - 1 / s1)[:, None] * x)
            r = expit(np.clip(odds, -30, 30))
        first = (np.log(1 - w) - np.log(s1))[:, None] \
            - 0.5 * (z - m1[:, None])**2 - x / s1[:, None]
        gain = 2 * (first + np.logaddexp(0, odds) + 0.5 * z**2 + x).sum(axis=1)
        fit = np.column_stack([m1 + z_mean[:, 0], m2 + z_mean[:, 0],
                               s1 * t_mean[:, 0], s2 * t_mean[:, 0]])
        better = gain > best
        best[better] = gain[better]
        params[better] = fit[better]
    return best, params


def null_sets(sets, n, noise_factor=1.0):
    return (noise_factor * rng.standard_normal((sets, n)),
            rng.exponential(size=(sets, n)))


def pair_sets(sets, n, w2):
    label = (rng.random((sets, n)) < w2).astype(int)
    return (amp[label] / sigma + rng.standard_normal((sets, n)),
            tau[label] * rng.exponential(size=(sets, n)))


# Quadrature grid: amplitude over noise, and log of time over mean time
zg = np.linspace(-10, 10, 201)[:, None]
yg = np.linspace(-30, 6, 401)[None, :]
cell = (zg[1, 0] - zg[0, 0]) * (yg[0, 1] - yg[0, 0])


def log_cluster(m, s, var=1.0):
    return (-0.5 * (zg - m)**2 / var - 0.5 * np.log(2 * np.pi * var)
            + yg - np.log(s) - np.exp(yg) / s)


def pair_on_grid(delta, eps, w2):
    w1 = 1 - w2
    return (np.log(w1) + log_cluster(-w2 * delta, 1 - w2 * eps),
            np.log(w2) + log_cluster(w1 * delta, 1 + w1 * eps))


def information(delta, eps, w2, m=0.0, s=1.0, var=1.0):
    """KL divergence from the pair to one cluster, by quadrature."""
    lg = np.logaddexp(*pair_on_grid(delta, eps, w2))
    lf = log_cluster(m, s, var)
    g = np.exp(lg)
    return np.sum(g * (lg - lf) - g + np.exp(lf)) * cell


def information_law(delta, eps, w2):
    v = w2 * (1 - w2)
    return v**2 / 2 * (delta**4 / 2 + delta**2 * eps**2 + eps**4)


# Moments of ln t for one defect
def log_density(y):
    return np.exp(y - np.exp(y))


log_mean = quad(lambda y: y * log_density(y), -40, 5, limit=200)[0]
log_var = quad(lambda y: (y - log_mean)**2 * log_density(y),
               -40, 5, limit=200)[0]
assert abs(log_mean + np.euler_gamma) < 1e-7
assert abs(log_var - np.pi**2 / 6) < 1e-7

# Weights of one-step traces, and the counting rule for independent charges
single = charged * (1 - charged[::-1])
weight = single / single.sum()
w2 = weight[1]
v = weight[0] * w2
many = rng.random((400000, 2)) < charged
count = many.sum(axis=1)
share2 = many[count == 1, 1].mean()
f0, f1, f2 = [(count == j).mean() for j in range(3)]
assert abs(share2 - w2) < 0.006
assert abs(f0 * f2 / (share2 * (1 - share2) * f1**2) - 1) < 0.03

# Small-separation law, each term separately and together
small = 0.05
for de, ep in ((small, 0), (0, small), (small, small), (small, -small)):
    ratio = information(de, ep, 0.4) / information_law(de, ep, 0.4)
    assert abs(ratio - 1) < 0.03, ratio
v_test = 0.24
free_small = information(small, small, 0.4, var=1 + v_test * small**2)
assert abs(free_small / (v_test**2 * small**4) - 1) < 0.03

delta = (amp[1] - amp[0]) / sigma
tau_mean = weight @ tau
eps = (tau[1] - tau[0]) / tau_mean
kl = information(delta, eps, w2)
kl_free = information(delta, eps, w2, var=1 + v * delta**2)
kl_half = information(delta / 2, eps / 2, w2)
for m, s in ((0.05, 1), (-0.05, 1), (0, 1.05), (0, 0.95)):
    assert information(delta, eps, w2, m, s) > kl

# Misassignment of single steps: integral against labelled events
la, lb = pair_on_grid(delta, eps, w2)
misassigned = np.exp(np.minimum(la, lb)).sum() * cell
lab = (rng.random(200000) < w2).astype(int)
d_lab = amp[lab] + sigma * rng.standard_normal(lab.size)
t_lab = tau[lab] * rng.exponential(size=lab.size)
guess = log_joint(d_lab, np.log(t_lab), weight, amp, np.log(tau),
                  sigma).argmax(axis=0)
assert abs(np.mean(guess != lab) - misassigned) < 0.006

# Worked data: 800 simulated recovery traces
occupied = rng.random((traces, 2)) < charged
steps_in_trace = occupied.sum(axis=1)
n0, n1, n2 = [int((steps_in_trace == j).sum()) for j in range(3)]
label = occupied[steps_in_trace == 1, 1].astype(int)
d = amp[label] + sigma * rng.standard_normal(n1)
t = tau[label] * rng.exponential(size=n1)
runs = [em_general(d, t, sigma, start_split(d, t, sigma, s), 4000)
        for s in (1, -1)]
pick = int(np.argmax([run[3][-1] for run in runs]))
w_fit, d_fit, theta_fit, history = runs[pick]
assert np.diff(history).min() > -1e-8

# Direct maximisation, started from an unfinished EM run
w_s, d_s, th_s, _ = em_general(
    d, t, sigma, start_split(d, t, sigma, (1, -1)[pick]), 20)


def cost(p):
    w = np.array([expit(-p[0]), expit(p[0])])
    lj = log_joint(d, np.log(t), w, p[1:3], p[3:5], sigma)
    return -logsumexp(lj, axis=0).mean()


direct = minimize(cost, np.r_[np.log(w_s[1] / w_s[0]), d_s, th_s],
                  method='BFGS')
direct_gap = abs(-direct.fun * n1 - history[-1])
assert direct_gap < 0.01, direct_gap

# Third, isolated cluster: general EM
d3 = np.r_[d, 5.0 + sigma * rng.standard_normal(200)]
t3 = np.r_[t, 0.05 * rng.exponential(size=200)]
far = d3 > 3.5
r3 = np.vstack([start_split(d3, t3, sigma, 1) * ~far, far])
_, c3, th3, h3 = em_general(d3, t3, sigma, r3, 300)
assert np.diff(h3).min() > -1e-8
assert abs(c3[2] - 5.0) < 5 * sigma / np.sqrt(200)
assert abs(th3[2] - np.log(0.05)) < 5 / np.sqrt(200)

# Invariance of L, with a separate code in physical units
L_obs = batch_statistic(d[None, :] / sigma, t[None, :])[0][0]
assert abs(physical_statistic(d, t, sigma) - L_obs) < 1e-4
assert abs(physical_statistic(d + 1.5, 37 * t, sigma) - L_obs) < 1e-4

# Null law and power
sizes = [50, 100, 200, n1]
threshold, power = {}, {}
for n in sizes:
    null = batch_statistic(*null_sets(300, n))[0]
    pair, fitted = batch_statistic(*pair_sets(150, n, w2))
    threshold[n] = np.quantile(null, 0.95)
    power[n] = np.mean(pair > threshold[n])
p_value = (1 + np.sum(null >= L_obs)) / (1 + len(null))
assert power[50] < power[200] and power[n1] > 0.9
excess = 3 - v * (delta**2 + 2 * eps**2)
L_predicted = 2 * n1 * kl + excess
L_error = pair.std() / np.sqrt(len(pair))
# 4 standard errors, plus 1.5 for terms that vanish only at large N
assert abs(pair.mean() - L_predicted) < 4 * L_error + 1.5
n_half = int(round((threshold[100] - excess) / (2 * kl)))
power_half = np.mean(batch_statistic(*pair_sets(300, n_half, w2))[0]
                     > threshold[100])
assert 0.25 < power_half < 0.75, power_half
swap = fitted[:, 2] > fitted[:, 3]
fitted[swap] = fitted[swap][:, [1, 0, 3, 2]]
low, high = np.quantile(fitted, [0.16, 0.84], axis=0)

# One defect with underestimated noise
mimic = np.sqrt(1 + v * delta**2) - 1
false_3, false_mimic = [
    np.mean(batch_statistic(*null_sets(150, n1, 1 + e))[0] > threshold[n1])
    for e in (0.03, mimic)]
assert false_mimic > 0.2


# One defect, wrongly clustered with Gaussians in ln t
def gaussian_gain(u):
    r = np.array([u < np.median(u), u >= np.median(u)], float)
    for _ in range(500):
        tot = r.sum(axis=1)
        m = r @ u / tot
        q = (r * (u - m[:, None])**2).sum(axis=1) / tot
        lj = (np.log(tot / u.size) - 0.5 * np.log(2 * np.pi * q))[:, None] \
            - 0.5 * (u - m[:, None])**2 / q[:, None]
        norm = logsumexp(lj, axis=0)
        r = np.exp(lj - norm)
    one = -0.5 * u.size * (np.log(2 * np.pi * u.var()) + 1)
    return 2 * (norm.sum() - one)


levels = (np.arange(n1) + 0.5) / n1
wrong_gain = gaussian_gain(np.log(-np.log1p(-levels)))
bic_penalty = 3 * np.log(n1)
assert wrong_gain > bic_penalty

# Sizes of neglected effects
sheet_step = const.e * t_ox / (3.9 * const.epsilon_0 * width * length) * 1e3
early = 1 - np.exp(-t_first / tau[0])
late = np.exp(-t_last / tau[1])
merged = 1 - (tau @ np.exp(-t_first / tau)) / tau.sum()
gap = np.abs(np.diff(rng.exponential(size=(400000, 2)) * tau, axis=1))
assert abs(np.mean(gap < 0.1) - 1 + tau @ np.exp(-0.1 / tau) / tau.sum()) < 0.003
short_average = 1 - np.exp(-10 * t_first / tau[0])
barrier, drift = 0.6, 0.5
tau_drift = np.expm1(barrier * const.e / const.k
                     * (1 / temperature - 1 / (temperature + drift)))
capture_time = 1000.0
recapture = 1 - np.exp(-t_last / capture_time)

print(f"Input amplitudes: {amp[0]:.2f}, {amp[1]:.2f} mV; noise {sigma:.2f} mV")
print(f"Input emission times: {tau[0]:.2f}, {tau[1]:.2f} s")
print(f"Input charging probabilities: {charged[0]:.2f}, {charged[1]:.2f}")
print(f"Gate {width*1e9:.0f} x {length*1e9:.0f} nm, oxide {t_ox*1e9:.1f} nm, "
      f"{temperature:.0f} K")
print(f"Charge-sheet step, for scale: {sheet_step:.2f} mV")
print(f"Traces: {traces}; total recovery time {traces*t_last/3600:.2f} h")
print(f"Mean, variance of ln(t/tau): {log_mean:.4f}, {log_var:.4f}")
print(f"One-step weights w1, w2: {weight[0]:.4f}, {weight[1]:.4f}")
print(f"Separations delta, eps: {delta:.3f}, {eps:.3f}; v = {v:.4f}")
print(f"KL per step, quadrature: {kl:.5f} nat")
print(f"KL per step, small-separation law: "
      f"{information_law(delta, eps, w2):.5f} nat")
print(f"KL per step if sigma is fitted: {kl_free:.5f} nat")
print(f"KL ratio, full to half separations: {kl/kl_half:.2f}")
print(f"Misassigned single steps: {100*misassigned:.1f} %")
print(f"Traces with 0, 1, 2 steps: {n0}, {n1}, {n2}")
print(f"Fitted weights: {w_fit[0]:.3f}, {w_fit[1]:.3f}")
print(f"Fitted amplitudes: {d_fit[0]:.3f}, {d_fit[1]:.3f} mV")
print(f"Fitted emission times: {np.exp(theta_fit[0]):.3f}, "
      f"{np.exp(theta_fit[1]):.3f} s")
print(f"EM minus direct maximum, log-likelihood: {direct_gap:.1e} nat")
print(f"n0 n2 / (w1 w2 n1^2), fitted weights: "
      f"{n0*n2/(w_fit[0]*w_fit[1]*n1**2):.2f}")
print(f"Observed L after {EM_STEPS} EM steps: {L_obs:.2f}; "
      f"p-value {p_value:.4f}")
print(f"Chi-square 95 % point, 3 degrees: {chi2.ppf(0.95, 3):.2f}")
for n in sizes:
    print(f"N = {n}: 5 % threshold {threshold[n]:.2f}, "
          f"power {100*power[n]:.0f} %")
print(f"Mean L at N = {n1}: simulated {pair.mean():.1f} +- {L_error:.1f}, "
      f"predicted {L_predicted:.1f}")
print(f"Estimated half-power N: {n_half}; simulated power there "
      f"{100*power_half:.0f} %")
for k in range(2):
    print(f"Central 68 % of fits, defect {k+1}: "
          f"{sigma*low[k]:.2f} to {sigma*high[k]:.2f} mV, "
          f"{low[k+2]:.2f} to {high[k+2]:.2f} s")
print(f"Noise error that mimics the pair: {100*mimic:.1f} %")
print(f"False splits, noise 3 % above assumed: {100*false_3:.0f} %")
print(f"False splits, noise at mimic error: {100*false_mimic:.0f} %")
print(f"False gain of two Gaussians in ln t: {wrong_gain:.1f} "
      f"(BIC penalty {bic_penalty:.1f})")
print(f"Time window: {t_first*1e3:.0f} ms to {t_last:.0f} s")
print(f"Lost before window, fast defect: {100*early:.2f} %")
print(f"Lost after window, slow defect: {100*late:.4f} %")
print(f"Two-step traces merged within 1 ms: {100*merged:.2f} %")
print(f"Fast steps with under 10 earlier samples: {100*short_average:.1f} %")
print(f"Emission-time change for {drift:.1f} K at {barrier:.1f} eV: "
      f"{100*tau_drift:.1f} %")
print(f"Recapture within window, capture time {capture_time:.0f} s: "
      f"{100*recapture:.1f} %")
print(f"Expected true two-step traces: {traces*charged.prod():.0f}; "
      f"recaptures at most {traces*2*recapture:.0f}")
print("finished without a failed check")
```

Printed output:

```
Input amplitudes: 2.00, 2.20 mV; noise 0.20 mV
Input emission times: 0.40, 1.00 s
Input charging probabilities: 0.40, 0.30
Gate 100 x 100 nm, oxide 2.2 nm, 398 K
Charge-sheet step, for scale: 1.02 mV
Traces: 800; total recovery time 2.22 h
Mean, variance of ln(t/tau): -0.5772, 1.6449
One-step weights w1, w2: 0.6087, 0.3913
Separations delta, eps: 1.000, 0.945; v = 0.2382
KL per step, quadrature: 0.04479 nat
KL per step, small-separation law: 0.06217 nat
KL per step if sigma is fitted: 0.03252 nat
KL ratio, full to half separations: 12.97
Misassigned single steps: 23.9 %
Traces with 0, 1, 2 steps: 361, 346, 93
Fitted weights: 0.426, 0.574
Fitted amplitudes: 1.985, 2.161 mV
Fitted emission times: 0.341, 0.991 s
EM minus direct maximum, log-likelihood: 1.6e-09 nat
n0 n2 / (w1 w2 n1^2), fitted weights: 1.15
Observed L after 200 EM steps: 27.27; p-value 0.0033
Chi-square 95 % point, 3 degrees: 7.81
N = 50: 5 % threshold 5.94, power 45 %
N = 100: 5 % threshold 7.02, power 70 %
N = 200: 5 % threshold 7.07, power 97 %
N = 346: 5 % threshold 6.13, power 100 %
Mean L at N = 346: simulated 31.9 +- 1.1, predicted 33.3
Estimated half-power N: 52; simulated power there 46 %
Central 68 % of fits, defect 1: 1.97 to 2.02 mV, 0.34 to 0.47 s
Central 68 % of fits, defect 2: 2.16 to 2.25 mV, 0.87 to 1.22 s
Noise error that mimics the pair: 11.3 %
False splits, noise 3 % above assumed: 13 %
False splits, noise at mimic error: 75 %
False gain of two Gaussians in ln t: 52.0 (BIC penalty 17.5)
Time window: 1 ms to 10 s
Lost before window, fast defect: 0.25 %
Lost after window, slow defect: 0.0045 %
Two-step traces merged within 1 ms: 0.14 %
Fast steps with under 10 earlier samples: 2.5 %
Emission-time change for 0.5 K at 0.6 eV: 2.2 %
Recapture within window, capture time 1000 s: 1.0 %
Expected true two-step traces: 96; recaptures at most 16
finished without a failed check
```
